# Why a fully excited atom radiates although its mean dipole vanishes

## Question

An atom in an energy eigenstate has no oscillating mean dipole. Classically, no oscillating dipole means no radiation, so how does a fully excited atom start to emit? I have seen a "neoclassical" calculation, in which the mean dipole drives a classical field and that field acts back on the atom. It gives a delayed pulse of sech-squared shape, while the usual theory gives exponential decay. Where do the two calculations part? Does the neoclassical pulse really start from a fully excited atom, and could an experiment tell the theories apart?

## Answer

The step from "zero mean dipole" to "no radiation" fails because the emission rate is set by the mean of a product of two dipole operators, and such a mean can be nonzero when the mean dipole vanishes. To see what this changes, treat the same atom and the same field modes in both ways.

### The common model

Take two levels $g$ and $e$ with transition frequency $\omega$, and let $\sigma_-=|g\rangle\langle e|$, $\sigma_+=\sigma_-^\dagger$. In a frame rotating at $\omega$ and in the rotating-wave approximation,

$$\frac{H}{\hbar}=\sum_k\delta_k a_k^\dagger a_k+\sum_k g_k(\sigma_+a_k+a_k^\dagger\sigma_-),$$

where $\delta_k$ is the detuning of mode $k$ and $g_k$ is real. The field is initially empty. The modes form a broad, flat continuum, so that

$$\sum_k g_k^2e^{-i\delta_k\tau}\to\frac{\Gamma}{2\pi}\int_{-\infty}^{\infty}e^{-i\delta\tau}d\delta=\Gamma\,\delta(\tau).\tag{1}$$

On the right, $\delta(\tau)$ is the Dirac function. I write $P$ for the excited population and $s=\langle\sigma_-\rangle$ for the mean dipole amplitude.

### Quantized field

The state is $c_g|g,0\rangle+c_e|e,0\rangle+\sum_kc_k|g,1_k\rangle$. The Schrödinger equation gives

$$i\dot c_e=\sum_kg_kc_k,\qquad i\dot c_k=\delta_kc_k+g_kc_e,$$

while $c_g$ is constant. With $c_k(0)=0$, the second equation integrates to

$$c_k(t)=-ig_k\int_0^te^{-i\delta_k(t-t')}c_e(t')\,dt'.$$

Insert this into the first equation:

$$\dot c_e=-\int_0^t\sum_kg_k^2e^{-i\delta_k(t-t')}c_e(t')\,dt'=-\frac{\Gamma}{2}c_e.$$

The factor 1/2 appears because the even, narrow kernel (1) sits at the end of the integration range, so half of its area counts. Hence

$$P(t)=P_0e^{-\Gamma t},\qquad \text{power}=\hbar\omega\Gamma P.$$

The power follows because each lost atomic excitation becomes a photon of energy close to $\hbar\omega$ (for $\Gamma\ll\omega$).

In this state $s=c_g^*c_e$, but $\langle\sigma_+\sigma_-\rangle=|c_e|^2=P$. For $c_g=0$ the mean dipole is zero at all times, yet the loss rate $\Gamma\langle\sigma_+\sigma_-\rangle$ starts at $\Gamma$. The order of the factors matters. The plain square $(\sigma_-+\sigma_+)^2=1$ has the same mean in both levels, so it cannot by itself decide whether the atom radiates; $\langle\sigma_+\sigma_-\rangle$ is zero in the ground state, which does not.

"Immediate" has a limit. If the band is finite, then at times much shorter than its inverse width the exponentials in the memory integral are still 1. Then $\dot c_e\approx-t\,c_e(0)\sum_kg_k^2$, so

$$P\approx P_0\Big(1-t^2\sum_kg_k^2\Big).$$

If the band is much wider than $\Gamma$, the decay is close to exponential after this memory time. With a finite band the exponential is not exact, and it fails again at very late times, when almost no excitation is left. The light also needs a time $r/c$ to reach a detector at distance $r$.

### Neoclassical field

Now replace each $a_k$ by a classical amplitude $\alpha_k$, driven by the mean dipole. The atom has the pure state $c_g|g\rangle+c_e|e\rangle$, and with $F=\sum_kg_k\alpha_k$,

$$i\dot c_e=Fc_g,\qquad i\dot c_g=F^*c_e,\qquad i\dot\alpha_k=\delta_k\alpha_k+g_ks.$$

The field equation has the same form as that for $c_k$, with $s$ in place of $c_e$. The same integration gives the reaction field

$$F=-\frac{i\Gamma}{2}s.$$

Use $\dot c_e=-iFc_g$ and $\dot c_g^*=iFc_e^*$, and define the inversion $w=|c_e|^2-|c_g|^2=2P-1$:

$$\dot s=\dot c_g^*c_e+c_g^*\dot c_e=iF(|c_e|^2-|c_g|^2)=\frac{\Gamma}{2}ws,$$

$$\dot P=2\,\mathrm{Re}(c_e^*\dot c_e)=2\,\mathrm{Re}(-iFs^*)=-\Gamma|s|^2.$$

The calculations part here: the quantum loss rate $\Gamma\langle\sigma_+\sigma_-\rangle$ has become $\Gamma|\langle\sigma_-\rangle|^2$.

A band that is not symmetric would add a real multiple of $s$ to $F$. This contributes an imaginary number inside the last real part, so it changes the dipole phase but not $P$.

For a pure state $|s|^2=|c_g|^2|c_e|^2=P(1-P)$. Therefore

$$\dot P=-\Gamma P(1-P),\qquad \frac{d}{dt}\ln\frac{P}{1-P}=\frac{\dot P}{P(1-P)}=-\Gamma.$$

For $0<P_0<1$ the solution is

$$P=\frac{1}{1+e^{x}},\qquad x=\Gamma(t-t_0),\qquad t_0=\frac1\Gamma\ln\frac{P_0}{1-P_0}.$$

Since $P(1-P)=e^x/(1+e^x)^2=1/[4\cosh^2(x/2)]$, the power is

$$\hbar\omega\Gamma P(1-P)=\frac{\hbar\omega\Gamma}{4}\,\mathrm{sech}^2\frac{\Gamma(t-t_0)}{2}.\tag{2}$$

Half the peak value occurs at $\cosh(x/2)=\sqrt2$, so the full width of the pulse is $4\,\mathrm{arccosh}(\sqrt2)/\Gamma$, provided both half-height points lie after $t=0$. The energy emitted from $t=0$ onward is $\hbar\omega P_0$, as in the quantum theory.

The starting condition matters:

- At $P_0=1$ we have $s=0$, hence $F=0$, and nothing ever happens. The neoclassical atom sits at an unstable equilibrium, and there is no pulse, delayed or otherwise.
- For $1/2<P_0<1$ there is a seed dipole. It grows while $w>0$, and the power peaks at $t_0>0$.
- For $P_0\le1/2$ the power falls from the start.
- For $P_0\ll1$, $\dot P\approx-\Gamma P$, and the two decay laws agree. Weak excitation is therefore a poor place to look for a difference in the decay curve, although the photon coincidences discussed below still differ.

### Is the coupling strength the same?

Yes. Let $d$ be the dipole matrix element along its axis. In a volume $V$ the coupling is $g=d\cos\theta\sqrt{\omega/(2\varepsilon_0\hbar V)}$, where $\theta$ is the angle between dipole and polarization. There are $V\omega^2/(\pi^2c^3)$ modes per unit angular frequency, counting both polarizations, and $\cos^2\theta$ averages to 1/3. Thus

$$\Gamma=2\pi\,\frac{d^2\omega}{2\varepsilon_0\hbar V}\,\frac13\,\frac{V\omega^2}{\pi^2c^3}=\frac{\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.$$

The mean dipole oscillates as $2d|s|\cos(\omega t+\varphi)$. Its second derivative has mean square $2d^2|s|^2\omega^4$, so Larmor's formula gives

$$\frac{2d^2|s|^2\omega^4}{6\pi\varepsilon_0c^3}=\hbar\omega\Gamma|s|^2.$$

This is the neoclassical power, with the quantum $\Gamma$.

### Numbers for hydrogen

Take $2p\,(m=0)\to1s$, nonrelativistic, without spin and with infinite nuclear mass. In units of the Bohr radius, the radial functions $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$ and the angular factor $1/\sqrt3$ give

$$z=\frac{1}{\sqrt3}\frac{1}{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\Big(\frac23\Big)^5=0.7449.$$

With a photon energy of 10.204 eV, this yields $\Gamma=6.268\times10^8\ \mathrm{s^{-1}}$, a lifetime of 1.595 ns and $\hbar\omega\Gamma=1.025$ nW. The finite proton mass shifts these by about 0.05%, to 10.199 eV, $6.265\times10^8\ \mathrm{s^{-1}}$ and 1.596 ns.

Prepare a pure state with $P_0=0.999$. The quantum power starts at $0.999\times1.025=1.024$ nW. The neoclassical power starts at $0.999\times0.001\times1.025=0.00102$ nW, a thousand times lower. Its peak of $1.025/4=0.256$ nW comes after $\ln999=6.907$ lifetimes, or 11.02 ns, and the pulse is 5.62 ns wide.

| $\Gamma t$ | $P$, quantum | $P$, neoclassical | Power, quantum (nW) | Power, neoclassical (nW) |
|---|---|---|---|---|
| 0 | 0.999 | 0.999 | 1.024 | 0.001 |
| 1 | 0.368 | 0.997 | 0.377 | 0.003 |
| 3 | 0.050 | 0.980 | 0.051 | 0.020 |
| 7 | 0.001 | 0.477 | 0.001 | 0.256 |

Half the energy has left after 1.11 ns in one theory and 11.02 ns in the other. Within the model, better preparation makes the contrast larger: for $1-P_0=10^{-6}$ and $10^{-9}$ the neoclassical delay is 22.0 and 33.1 ns, while the quantum lifetime does not change. These last values are formal. A quantum atom decays during the exciting $\pi$ pulse, so $1-P_0=10^{-3}$ needs a pulse of about 4 ps and $10^{-6}$ about 4 fs. Reaching $10^{-9}$ would need a pulse far shorter than the 0.41 fs optical period, where the rotating-wave model does not apply.

Neglecting spin matters for the neoclassical pulse. The $2p$ fine-structure splitting, about 11 GHz or $110\,\Gamma$, makes real $2p\,(m=0)$ a superposition of two levels. With spin-orbit coupling included, the neoclassical pulse from that state peaks near 20 ns, at about half the height and nearly twice the width. The two-level numbers above apply instead to the stretched state ($m=+1$, spin up), which decays only to $1s$ with spin up; hyperfine structure is still neglected.

Both laws were also checked against dynamics with 955 discrete modes, in which neither law was assumed. At 101 times spaced by 0.1 lifetime, the quantum population was within 0.004 of the exponential; between these times, near $t\approx0.01$ lifetime, the deviation reaches about 0.006. For $P_0=0.999$ the neoclassical peak came at 6.930 lifetimes instead of 6.907; most of this lag comes from the finite bandwidth. The time at which $P=1/2$ is late by 0.016 lifetime for a half-width of $150\,\Gamma$, and this lag halves when the band is doubled. The remainder comes from locating a flat maximum that carries small band-edge ripples. The numerical output lists the 955-mode results.

### Could imperfect preparation hide the difference?

Suppose $P$ varies from run to run, with mean $\bar P$. Because $\langle P^2\rangle\ge\bar P^2$, the mean neoclassical loss rate obeys

$$\Gamma\langle P(1-P)\rangle\le\Gamma\bar P(1-\bar P)<\Gamma\bar P\qquad(\bar P>0).$$

The right-hand side is the quantum rate. Random seed dipoles therefore cannot reproduce the quantum decay from near-full excitation. In a random sample with $\bar P=0.901$, the neoclassical rate was $0.081\,\Gamma$, against $0.901\,\Gamma$ for the quantum atom.

### What the emitted light looks like

In the quantum state above, $\langle a_k\rangle=c_g^*c_k$ and $\langle a_k^\dagger a_k\rangle=|c_k|^2$. The coherent fraction of the emission is therefore

$$\frac{|\langle a_k\rangle|^2}{\langle a_k^\dagger a_k\rangle}=|c_g|^2=1-P_0.$$

For $P_0=0.999$ it is 0.001. At full excitation the mean field vanishes but the photon number does not: the light has no definite phase, and it still carries energy.

Photon counting gives a second distinction, which does not rely on timing. Send the light onto a 50:50 beam splitter with a detector behind each output. The output operators $b_1,b_2$ are linear combinations of input annihilation operators. Two of them acting on a state with at most one photon give zero, so

$$\langle b_1^\dagger b_2^\dagger b_2b_1\rangle=\|b_2b_1|\psi\rangle\|^2=0.$$

One excitation cannot fire both detectors. This presumes a single atom, excited once, and no background counts.

A classical pulse is divided, and both halves reach a detector. Let its energy be $U\hbar\omega$, let each detector have efficiency $\eta$, and let clicks occur independently at a rate proportional to the local intensity. The probability of no click in one detector is $e^{-\eta U/2}$. With $\eta=0.1$ and $U\approx0.999$,

$$p=1-e^{-0.04995}=0.0487,\qquad p_{12}=p^2=0.00237.$$

That is about 2370 coincidences per million pulses, where the quantum theory gives none. Fluctuating pulse energies do not help: for weak detection $p\approx\eta U/2$, and the normalized coincidence rate is $\langle U^2\rangle/\langle U\rangle^2\ge1$.

An experiment can thus separate the theories in two ways: by the prompt decay after nearly complete excitation, and by the missing coincidences.

## Calculated quantities

```
HYDROGEN 2p(m=0) -> 1s
z matrix element = 0.74494 bohr
photon energy = 10.2043 eV
Gamma = 6.2683e+08 s^-1
lifetime = 1.5953 ns
hbar omega Gamma = 1.0248 nW
initial excited population P0 = 0.999
initial |s|^2 = 0.000999
initial quantum power = 1.0238 nW
initial neoclassical (Larmor) power = 0.001024 nW
neoclassical delay = 6.9068 lifetimes
neoclassical delay = 11.019 ns
pulse full width at half maximum = 3.5255 lifetimes
pulse full width at half maximum = 5.624 ns
neoclassical peak power = 0.2562 nW
half-emission time, quantum = 1.106 ns
half-emission time, neoclassical = 11.022 ns
time/lifetime, P quantum, P neo, power quantum/nW, power neo/nW
 0 0.999000 0.999000 1.023785 0.001024
 1 0.367512 0.997286 0.376629 0.002773
 3 0.049737 0.980291 0.050971 0.019800
 5 0.006731 0.870654 0.006898 0.115409
 7 0.000911 0.476706 0.000934 0.255646
10 0.000045 0.043387 0.000046 0.042534
delay for 1-P0 = 1e-06: 22.04 ns
delay for 1-P0 = 1e-09: 33.06 ns
MODEL TESTS (Gamma = 1)
modes = 955, half bandwidth = 149.85 Gamma
largest quantum population error = 0.00386
short time = 0.002 lifetimes
short-time loss: exact = 1.9051e-04, t^2 law = 1.9100e-04
P0=0.990: peak time=4.628 lifetimes (law 4.595), power=0.2500, P error=0.0028
P0=0.999: peak time=6.930 lifetimes (law 6.907), power=0.2500, P error=0.0040
P0=1 neoclassical final P = 1.000000
weak-excitation neoclassical rate = 1.0005 Gamma
random preparation: mean P = 0.9008
mean neo rate = 0.0814, bound = 0.0893 Gamma
PHOTON CORRELATIONS
coherent fraction at P0=0.999: 0.001000
one excitation: <n1> = 0.2752, <n2> = 0.5803
one excitation: <n1 n2> = 0.000000
two-excitation control: <n1 n2> = 0.4180
detector efficiency = 0.10
classical single-detector click probability = 0.04872
classical coincidence probability = 0.002373
classical coincidences per million = 2373
```
